Reciprocal lattices of c(4×2) and p(2×2) on Si(001)

**The problem**

On clean Si(001) the surface atoms pair into dimers, and the dimers stand in parallel rows. Each dimer is buckled: one atom lies higher than the other. The direction of tilt alternates along a row. If neighbouring rows alternate in step, the surface is called p(2×2); if they alternate in antiphase, it is called c(4×2).

Construct the two reciprocal lattices. Which fractional-order diffraction spots tell the two surfaces apart, and does the answer survive when the sample also has terraces turned by 90°? At what angles do the spots leave the surface for 50 eV electrons at normal incidence?

Conventions: the unreconstructed surface has a square mesh of side a_s = a₀/√2, where a₀ is the cubic lattice constant. The x axis lies along the dimer bond, across the rows; y runs along the rows; z points out of the surface. Spots are written (q_x, q_y) in units of b = 2π/a_s.

**A tempting solution**

The name c(4×2) suggests a rectangle with sides 4a_s and 2a_s. Its reciprocal vectors have lengths b/4 and b/2, so the spots would be

(h/4, l/2), with all integers h and l.

For p(2×2) the same reasoning gives (h/2, l/2). Every p(2×2) spot is then also a c(4×2) spot, so p(2×2) has no spot of its own. The simplest sign of c(4×2) would be (1/4, 0).

An observer who trusts this will look at a perfect c(4×2) surface, find nothing at (1/4, 0), and reject the right structure.

**Where it fails**

The rectangle is not a primitive cell. The letter c says that its centre is equivalent to its corners, so its area of 8a_s² holds two primitive cells of 4a_s² each. A reciprocal lattice has one point per area (2π)²/(primitive area), which here is b²/4. The tempting list has one point per b²/8, twice too many. Half of its points must go, and the centring decides which.

**The direct lattices**

Put a dimer at (2m, n)a_s, where m numbers the row and n the place in the row. Let s = ±1 give its tilt. The two patterns are

p(2×2): s = (−1)ⁿ

c(4×2): s = (−1)ᵐ⁺ⁿ

For p(2×2), a step to the next row keeps s, and two steps along a row keep s. The primitive vectors are (2, 0)a_s and (0, 2)a_s.

For c(4×2), a step to the next row reverses s, and one step along the row reverses it again. The primitive vectors are therefore

a₁ = a_s(2, 1), a₂ = a_s(2, −1).

Their sum is (4, 0)a_s and their difference is (0, 2)a_s, which are the sides of the rectangle. The cell area is

|2·(−1) − 1·2| a_s² = 4a_s²,

the same as for p(2×2). Each cell holds two dimers of opposite tilt. A smaller cell would hold one dimer and make all tilts equal, so both cells are primitive.

Electron counting cannot separate the patterns either. A surface atom has four valence electrons. Two go into bonds to the layer below and one into the dimer bond, which leaves one. That makes two per dimer and four per primitive cell in both structures. In the simplest picture of buckling, the pair left on each dimer sits mainly on the upper atom, whichever way its neighbours tilt.

**The reciprocal lattices**

The reciprocal vectors obey aᵢ·bⱼ = 2π δᵢⱼ. For p(2×2) this gives b(1/2, 0) and b(0, 1/2), so the permitted spots are

p(2×2): (h/2, l/2).

For c(4×2), write b₁ = b(u, v). Since a_s b = 2π, the two conditions are

2u + v = 1, 2u − v = 0.

Adding them gives u = 1/4, and then v = 1/2. For b₂ the right-hand sides are exchanged, which gives u = 1/4 and v = −1/2. Hence

b₁ = b(1/4, 1/2), b₂ = b(1/4, −1/2).

A general point with integers m₁ and m₂ is

m₁b₁ + m₂b₂ = b((m₁ + m₂)/4, (m₁ − m₂)/2).

Set h = m₁ + m₂ and l = m₁ − m₂. Then h + l = 2m₁ is even. Conversely, if h + l is even, then m₁ = (h + l)/2 and m₂ = (h − l)/2 are integers. So

c(4×2): (h/4, l/2), with h + l even.

The same rule follows from interference. The two halves of the rectangle are displaced by a₁, and at the point (h/4, l/2) their waves add as

1 + exp(−iq·a₁) = 1 + exp[−2πi(2h/4 + l/2)] = 1 + (−1)ʰ⁺ˡ.

This is 2 for even h + l and 0 for odd. The spot (1/4, 0) has h + l = 1 and is cancelled.

Up to whole multiples of b, the permitted points are

p(2×2): (0, 0), (1/2, 0), (0, 1/2), (1/2, 1/2)

c(4×2): (0, 0), (1/2, 0), (1/4, 1/2), (3/4, 1/2).

Each list has four points, as equal cell areas require. The quarter-order spots belong to c(4×2) alone. The spot (1/2, 1/2) has h = 2 and l = 1 in the c(4×2) rule, an odd sum, so it belongs to p(2×2) alone.

**Permitted is not the same as visible**

The reciprocal lattice says where spots may appear. Their strength depends on the atoms. Let q now be the full change of wave vector, outgoing minus incident, in absolute units. Place the two atoms of a dimer at ±(p/2, 0, sd/2) from its centre, where p is the bond length projected on the surface and d the height difference. With single scattering and one unit of amplitude per atom, the dimer gives

2cos(q_x p/2 + s q_z d/2) = A − sB,

A = 2cos(q_x p/2) cos(q_z d/2), B = 2sin(q_x p/2) sin(q_z d/2).

Here s = ±1 was taken out of the sine, and the cosine does not feel it.

Now add the dimers with their phases exp(−iq·R). At (1/4, 1/2) the phase of dimer (m, n) is exp[−2πi(2m/4 + n/2)] = (−1)ᵐ⁺ⁿ, which is the c(4×2) tilt s itself. The sum of the phases vanishes, so A drops out. The sum of s times the phase is the number of dimers, so the amplitude per dimer is −B. At (1/2, 1/2) the phase is (−1)ⁿ, the p(2×2) tilt, and again −B remains. At (1/2, 0) all phases are 1, the tilts cancel, and A remains. The distinguishing spots are thus fed by the buckling, and the common half-order spot by the pairing of atoms. Deeper layers at bulk positions have the 1×1 period and add nothing to fractional spots.

Three consequences follow.

First, p(2×2) does not show (0, 1/2) in single scattering, because q_x = 0 makes B = 0. The reason is a symmetry: the glide x → −x, y → y + a_s. The mirror reverses each tilt, and the shift by one dimer restores the pattern. For q_x = 0 the glide gives

F = exp(−iq_y a_s) F = −F at q_y = b/2,

so F = 0. This also holds for relaxed deeper layers if they keep the glide. It holds for multiple scattering too if the incident beam lies in the yz plane, because the glide then changes the incident and outgoing waves by phases only. A beam tilted along x loses this protection. The equivalent point (1, 1/2) has q_x ≠ 0 and is not extinguished.

Second, flat dimers have d = 0, so B = 0 and every distinguishing spot vanishes. If the tilts flip at random, the mean of s is zero and the sharp spots vanish as well. Both cases leave a 2×1 pattern. Missing quarter-order spots are therefore no proof of p(2×2); that needs (1/2, 1/2) to be present.

Third, consider rows that are well ordered inside but unrelated to each other. Write s = ε_m(−1)ⁿ, with ε_m = ±1 for row m. On the line q_y = b/2 the rows add as

S = Σ_m ε_m exp(−2iq_x a_s m).

For ε_m = 1 this peaks at q_x = 0, ±b/2, and so on, which is p(2×2). For ε_m = (−1)ᵐ it peaks at ±b/4, which is c(4×2). For independent random ε_m the cross terms average to zero, and the mean of |S|² is the number of rows, whatever q_x is. The spots become a streak along x, modulated by B². The quarter-order position thus records the relation between rows, while q_y = b/2 records the alternation within a row.

**Terraces turned by 90°**

A step one atomic layer high turns the dimer direction by 90°. If the beam covers both kinds of terrace, and their intensities add, each spot (q_x, q_y) is joined by (−q_y, q_x). The fractional spots become

c(4×2): (1/2, 0), (0, 1/2), (1/4, 1/2), (3/4, 1/2), (1/2, 1/4), (1/2, 3/4)

p(2×2): (1/2, 0), (0, 1/2), (1/2, 1/2).

The spot (0, 1/2) now appears for both surfaces and distinguishes nothing. The quarter-order spots still mark c(4×2), and (1/2, 1/2) still marks p(2×2). If both kinds appear together as sharp spots, both orders are present in the illuminated area. A streak through both positions means instead that the rows have no long-range order among themselves. They may be unrelated, or correlated over a few rows only; a short-range preference for antiphase gives a streak with broad maxima at the quarter-order positions.

**Angles and strengths at 50 eV**

Take a₀ = 0.543 nm, a rough value for silicon. Then a_s = 0.543/√2 = 0.3840 nm and b = 2π/a_s = 16.364 nm⁻¹. The electron wave number follows from E = ħ²k²/(2m_e) and is k = 36.23 nm⁻¹. Periodicity fixes the wave vector parallel to the surface up to a reciprocal vector g. With θ measured from the surface normal, normal incidence therefore gives

k sin θ = |g|.

For (1/4, 1/2):

|g| = 16.364 √(1/16 + 1/4) = 9.148 nm⁻¹, sin θ = 9.148/36.23 = 0.2525, θ = 14.6°.

For (1/2, 1/2), |g| = 11.571 nm⁻¹ and θ = 18.6°. For the common spot (1/2, 0), |g| = 8.182 nm⁻¹ and θ = 13.1°. The quarter-order spot lies only 1.6° farther out than (1/2, 0), but in a quite different direction, at arctan 2 ≈ 63° from the x axis.

For the strengths, take a dimer length of 0.235 nm and d = 0.070 nm, again rough values. Then p = √(0.235² − 0.070²) = 0.2243 nm. At (1/4, 1/2), q_x = 16.364/4 = 4.091 nm⁻¹, and

q_z = 36.23 + √(36.23² − 9.148²) = 71.29 nm⁻¹.

B = 2 sin(0.459) sin(2.495) = 2 × 0.443 × 0.602 = 0.53.

The intensity per dimer is B² ≈ 0.3, where a single atom counts as 1. It is sensitive to the buckling: d = 0.075 nm would give only 0.16. The p(2×2) spot (1/2, 1/2) gives about 1.0. Most of the difference comes from the factor sin²(q_x p/2), which rises from 0.20 to 0.63 when q_x doubles. The common spot (1/2, 0) also gives about 1.0.

**How far the model carries over to a real surface**

The positions are much safer than the strengths. In a model with spherical scatterers (phase shift 1 rad, mean free path 0.5 nm, three layers below the dimers), double scattering has about 0.2 of the single-scattering amplitude at both distinguishing spots. Depending on its phase, it could change an intensity by −36% to +44%, since 0.8² = 0.64 and 1.2² = 1.44. The common spot is not bound by this range: summed to all orders in the same model with ten layers, the c(4×2) intensity at (1/2, 0) is about 2.2 instead of 1.0. The estimate for the distinguishing spots leaves out higher orders, the sideways shift of a buckled dimer, the displacements of deeper atoms and the potential step at the surface. The last two can matter more than double scattering. A potential step of 12 eV changes q_z inside the crystal and lowers the single-scattering intensity of the quarter-order spot from 0.29 to about 0.09. Shifting third-layer atoms alternately down and up by 0.01 nm can more than double the intensity of (1/2, 0). None of these effects changes the permitted parallel wave vectors, so the angles stand. In the double-scattering model, a 5° tilt along x brings the forbidden p(2×2) spot (0, 1/2) up to 0.003 of the (1/2, 1/2) intensity. This figure is not converged: with fifteen layers it falls to about 0.0005, and summing all orders of scattering for those layers gives about 0.001. It shows that the spot is no longer forbidden, not how strong it is. The relativistic change of wavelength, 2.4 × 10⁻⁵ of its value, is negligible.

Small domains blur the pattern. A domain 9.98 nm wide along x gives a full width at half maximum of 0.559 nm⁻¹, while (1/4, 1/2) and (1/2, 1/2) are 4.091 nm⁻¹ apart. The width is 14% of the separation, so the spots are well resolved. Width varies roughly as the inverse of domain size, so it becomes as large as the separation only when the domain shrinks to about two dimer rows, or 1.5 nm.

Temperature acts in two ways. Vibration weakens spots without moving them. At 80 K, a Debye spectrum with a rough Debye temperature of 400 K gives an rms displacement u = 6.4 pm along each axis. For Gaussian displacements the mean amplitude falls by exp(−q²u²/2) and the intensity by exp(−q²u²), which is 0.81 for the quarter-order spot.

Heat also reverses dimers. Give each pair of neighbours in a row the energy J s s′, and each facing pair in adjacent rows K s s′. Positive J and K favour c(4×2). Reversing n successive dimers, with the adjacent rows held fixed, spoils two bonds in the row at 2J each and 2n bonds across rows at 2K each, so the cost is 4J + 4Kn. A given dimer can lie in n different segments of length n. With x = exp(−4K/k_BT), the reversed fraction for rare segments is

Σₙ n exp[−(4J + 4Kn)/k_BT] = exp(−4J/k_BT) x/(1 − x)².

For the round values J = 25 meV and K = 1 meV this is 1.45 × 10⁻⁶ at 80 K, and a transfer-matrix calculation of the same row, which does not assume rare segments, gives the same number. At 300 K the formula gives 0.87. That cannot be read as a fraction of rare defects: the assumption has failed, and the ordered pattern is no longer a safe starting point. The estimate does not locate the transition.

On real Si(001), c(4×2) order is seen on clean, cold surfaces and is lost at roughly 200 K, leaving a 2×1 pattern at room temperature. Hydrogen bound to both atoms of a dimer removes its buckling. On a surface covered with such dimers the quarter-order spots are absent although the dimers remain. The test therefore applies to a clean surface, cold enough for the tilts to be ordered. It should be made at several beam energies: where sin(q_z d/2) passes through zero, even a perfect c(4×2) surface can show almost no quarter-order intensity. Colder is not always better: below about 40 K the electron beam itself can disturb the order and weaken the quarter-order spots. The numerical output below lists the main values used here.

Table of computed values

```
Bulk lattice constant: 0.543 nm
1x1 mesh side a_s: 0.3840 nm
b = 2 pi/a_s: 16.364 1/nm
p(2x2) cell area: 4 a_s^2 = 0.5897 nm^2
p(2x2) reciprocal vectors (b): (0.5,0) (0,0.5)
p(2x2) visible, 0<=q<1 (b): (0,0) (0.5,0) (0.5,0.5)
p(2x2) dimers per cell: 2; dangling electrons: 4
c(4x2) cell area: 4 a_s^2 = 0.5897 nm^2
c(4x2) reciprocal vectors (b): (0.25,0.5) (0.25,-0.5)
c(4x2) visible, 0<=q<1 (b): (0,0) (0.25,0.5) (0.5,0) (0.75,0.5)
c(4x2) dimers per cell: 2; dangling electrons: 4
Two terraces, c(4x2) (b): (0,0) (0,0.5) (0.25,0.5) (0.5,0) (0.5,0.25) (0.5,0.75) (0.75,0.5)
Two terraces, p(2x2) (b): (0,0) (0,0.5) (0.5,0) (0.5,0.5)
Dimer length: 0.235 nm
Buckling height: 0.070 nm
Projected dimer length: 0.2243 nm
Electron energy: 50 eV
Electron wave number k: 36.23 1/nm
Electron wavelength: 0.1734 nm
(1/4,1/2) |g|: 9.148 1/nm; angle: 14.63 deg
(1/4,1/2) c(4x2) kinematic |F|^2 per dimer: 0.285 (one atom = 1)
(1/2,1/2) |g|: 11.571 1/nm; angle: 18.63 deg
(1/2,1/2) p(2x2) kinematic |F|^2 per dimer: 0.978 (one atom = 1)
(1/2,0) |g|: 8.182 1/nm; angle: 13.05 deg
(1/2,0) c(4x2) kinematic |F|^2 per dimer: 0.952 (one atom = 1)
Model s-wave phase shift: 1.0 rad
Inelastic mean free path: 0.5 nm
Double/single amplitude, c (1/4,1/2): 0.20
Double/single amplitude, p (1/2,1/2): 0.21
p (0,1/2)/(1/2,1/2) intensity, 5 deg x-tilt: 0.003
Domain width: 9.98 nm
Spot full width at half maximum: 0.559 1/nm
Separation (1/4,1/2) to (1/2,1/2): 4.091 1/nm
Temperature: 80 K
Model Debye temperature: 400 K
Rms vibration, one component: 6.38 pm
Vibration factor, (1/4,1/2) intensity: 0.810
Relativistic wavelength decrease: 2.4e-05
Coupling in row J: 25 meV; across rows K: 1 meV
Reversed fraction, 80 K, dilute: 1.45e-06
Reversed fraction, 80 K, matrix: 1.45e-06
Dilute sum at 300 K (invalid if not small): 0.87
```
